Hubbard ring energy bounds from positivity of the two-body density matrix

**Semidefinite lower bounds for a Hubbard ring from the two-body density matrix**

The energy of electrons with pair interactions is linear in the two-body density matrix D, which suggests dropping the wave function and minimizing over D. With only the trace of D fixed the energy has no lower bound. With D positive semidefinite as well, a six-site Hubbard ring with six electrons and U = 4t gives −10.58 t against the exact −3.67 t, with 2.47 electrons in one spin orbital. Positivity and the trace alone thus admit, for this ring, matrices D that come from no N-electron state. The P, Q and G conditions are necessary conditions that remove part of this excess, and the minimization under them is a semidefinite program whose dual certifies a lower bound on the ground-state energy.

**Model and conventions**

The ring has L sites, r = 2L spin orbitals p = (i, σ), N electrons, periodic boundary conditions and U ≥ 0:

H = Σ_{pr} h_{pr} a†_p a_r + U Σ_i n_{i↑} n_{i↓}

with h = −t between neighbouring sites of equal spin. E₀ is the lowest N-electron eigenvalue over all spins; no spin constraint is imposed. Energies are in units of t. For a pure or mixed N-electron state,

D_{pq,rs} = ⟨a†_p a†_q a_s a_r⟩,  γ_{pr} = ⟨a†_p a_r⟩
Q_{pq,rs} = ⟨a_q a_p a†_r a†_s⟩,  G_{pq,rs} = ⟨a†_q a_p a†_r a_s⟩

As matrices, D and Q run over pairs p < q (dimension r(r−1)/2) and G over all (p, q) (dimension r²). In index sums D and Q are extended antisymmetrically in p, q and in r, s.

**Energy as a linear function of D**

The operator Σ_q a†_q a_q counts N − 1 electrons after a_r has acted, so Σ_q a†_p a†_q a_q a_r = (N−1) a†_p a_r and

γ_{pr} = Σ_q D_{pq,rq} / (N−1)

Setting p = r and summing counts each pair twice, N = 2 Tr D/(N−1), so Tr D = N(N−1)/2. Define

K_{pq,rs} = (h_{pr}δ_{qs} + h_{qs}δ_{pr} − h_{ps}δ_{qr} − h_{qr}δ_{ps})/(N−1) + U Π_{pq,rs}

where Π is the diagonal projector on the L on-site pairs (i↑, i↓). The sum of K_{pq,rs}D_{pq,rs} over p < q, r < s is a quarter of the unrestricted sum, because the product is even under p↔q and under r↔s. By the antisymmetry of D each of the four h terms equals Σ h_{pr}D_{pq,rq}; for instance −Σ h_{ps}D_{pq,qs} = +Σ h_{ps}D_{pq,sq}. The quarter cancels the four and leaves Σ h_{pr}γ_{pr}. For the interaction, n_p n_q = a†_p a†_q a_q a_p for p ≠ q, whose mean is D_{pq,pq}. Hence ⟨H⟩ = Tr KD. For N = 2, K is the matrix of H itself; for general N it is the two-electron Hamiltonian with hopping t′ = t/(N−1).

**The three conditions**

For any operator B, ⟨B†B⟩ ≥ 0. Taking B as a combination of a_s a_r, of a†_r a†_s or of a†_r a_s gives D ⪰ 0 (condition P), Q ⪰ 0 and G ⪰ 0. Anticommutation expresses Q and G through D. For G, a_p a†_r = δ_{pr} − a†_r a_p gives a†_q a_p a†_r a_s = δ_{pr} a†_q a_s − a†_q a†_r a_p a_s, so

G_{pq,rs} = δ_{pr}γ_{qs} − D_{qr,sp}

For Q the same rule gives a_q a_p a†_r a†_s = δ_{pr} a_q a†_s − a_q a†_r a_p a†_s. The first term is δ_{pr}(δ_{qs} − a†_s a_q). The second contains

(δ_{qr} − a†_r a_q)(δ_{ps} − a†_s a_p) = δ_{qr}δ_{ps} − δ_{qr} a†_s a_p − δ_{ps} a†_r a_q + a†_r a_q a†_s a_p

with a†_r a_q a†_s a_p = δ_{qs} a†_r a_p − a†_r a†_s a_q a_p. Subtracting,

Q_{pq,rs} = δ_{pr}δ_{qs} − δ_{qr}δ_{ps} − δ_{pr}γ_{sq} + δ_{qr}γ_{sp} + δ_{ps}γ_{rq} − δ_{qs}γ_{rp} + D_{rs,pq}

From here on γ, Q and G are defined by these formulas for any trial D of the right trace. Let E_X be the minimum of Tr KD under the conditions X. An added condition cannot enlarge the feasible set, and the D of the ground state lies in all the sets with energy E₀, so

E_P ≤ E_PQ ≤ E_PQG ≤ E₀

The conditions are necessary and in general not sufficient, so the last inequality can be strict.

**What is lost without them**

*No positivity.* Move D along −τ(Π − 1/(r−1)), with 1 the identity on pairs. This matrix is diagonal, so its contraction is diagonal too; orbital p lies in one on-site pair and in r − 1 pairs altogether, so the diagonal element is 1 − (r−1)/(r−1) = 0. Thus γ and Tr D do not change, and the energy changes by −τU Tr Π(Π − 1/(r−1)) = −τU L(r−2)/(r−1). The squared Frobenius norm of the direction is the same number L(r−2)/(r−1), since the identity part contributes −Tr(Π − 1/(r−1))/(r−1) = 0. With s = τ√(L(r−2)/(r−1)) the Frobenius distance moved, the slope is

dE/ds = −U √(L(r−2)/(r−1))

For U ≠ 0 the energy is unbounded below even with γ frozen at its exact value: conditions on γ cannot keep the double occupancy from going negative. At U = 0 the slope vanishes, since the energy then depends on γ only; it is still unbounded if γ is free.

*P alone.* In the eigenbasis of K, Tr KD = Σ_j k_j D_{jj} with D_{jj} ≥ 0 and Σ_j D_{jj} = N(N−1)/2, so

E_P = [N(N−1)/2] k_min

with all pairs in the lowest two-electron state of K. This is exact for N = 2. To find k_min, write K on spatial functions φ(x₁, x₂), symmetric for singlets and antisymmetric for triplets, and try φ = ψ(n), n = x₂ − x₁ mod L. Both electrons can hop either way, so

ε ψ(n) = −2t′[ψ(n+1) + ψ(n−1)] + U δ_{n0} ψ(0)

The function ψ(n) = cos q(n − L/2), n = 0, …, L, has ψ(L−n) = ψ(n), so it is a singlet. For n ≠ 0 the identity cos(a+q) + cos(a−q) = 2 cos a cos q gives ε = −4t′ cos q. At n = 0 periodicity gives ψ(−1) = ψ(1), so εψ(0) = −4t′ψ(1) + Uψ(0), while the same identity gives εψ(0) = −2t′[cos q(L/2 − 1) + cos q(L/2 + 1)]. With ψ(1) = cos q(L/2 − 1), equating the two yields Uψ(0) = 2t′[cos q(L/2 − 1) − cos q(L/2 + 1)] = 4t′ sin(qL/2) sin q, or

U = 4t′ sin q tan(qL/2),  0 ≤ q < π/L

The right side rises from 0 to ∞ on this interval, so there is one root, and ψ > 0 there. A strictly positive eigenvector is a ground state: the off-diagonal elements are ≤ 0, so replacing any ground state φ₀ by |φ₀| cannot raise the energy, and |φ₀| is not orthogonal to ψ, so the two share their eigenvalue. Therefore

E_P = [N(N−1)/2](−4t/(N−1)) cos q = −2Nt cos q

It runs from −2Nt at U = 0 to −2Nt cos(π/L) as U → ∞. At half filling the exact energy goes to zero in that limit: a state with one electron per site has ⟨H⟩ = 0, and every hop from it costs U, so E₀ is of order −t²/U at second order in t/U. With P alone a node in the pair function avoids the repulsion at a cost of at most 2Nt(1 − cos(π/L)), which is 1.6 t out of 12 t for L = N = 6 and falls as 1/L² per electron.

At U = 0 the violations are explicit. The pair is (a, b) = (k=0↑, k=0↓), and for N = 6, D_{ab,ab} = 15 and γ_{aa} = γ_{bb} = 15/5 = 3. For any other orbital c, Q_{ac,ac} = 1 − 3 − 0 + 0 = −2. For B = (n_a − n_b)/√2, ⟨B†B⟩ = (3 + 3 − 2·15)/2 = −12. The solver prints −2 and −12 as the lowest eigenvalues of Q and G.

*P and Q.* Setting s = q in Q and summing over q, the seven terms give rδ_{pr}, −δ_{pr}, −Nδ_{pr}, γ_{rp}, γ_{rp}, −rγ_{rp} and (N−1)γ_{rp}:

Σ_q Q_{pq,rq} = (r − N − 1)(δ_{pr} − γ_{rp})

A contraction of a positive matrix is positive, being a sum over q of quadratic forms on vectors w_p δ_{q′q}. So P gives γ ⪰ 0 and, for N < r − 1, Q gives γ ⪯ 1. In the eigenbasis of h the occupations lie in [0, 1] and sum to N, so Tr hγ is at least the sum of the N lowest orbital energies. A Slater determinant reaches this sum at U = 0, where PQ, and by the chain PQG, is exact. For U > 0, P makes Tr ΠD ≥ 0, so E_PQ never falls below the same sum.

**Reduction and starting point**

Complex conjugation, rotations e^{iθS_z}, the 2L rotations and reflections of the ring and the spin flip leave K invariant and map feasible D to feasible D. The feasible set is convex, so the average of a minimizer over these operations is feasible with the same energy. D may be taken real, block diagonal in the S_z of the pair, and invariant under the 4L orbital permutations. An invariant basis comes from summing each elementary symmetric matrix over the group, with the sign of reordering each pair, and discarding sums that vanish; m orthonormal traceless combinations b_k remain. With D = D₀ + Σ x_k b_k and S the direct sum of the blocks of D, Q, G that are imposed,

S(x) = F₀ + Σ_k x_k F_k ⪰ 0,  E = c₀ + c·x,  c₀ = Tr KD₀,  c_k = Tr K b_k

where F_k uses the linear part of the maps, without the δδ terms of Q.

The start is D₀ = d₀·1, d₀ = N(N−1)/(r(r−1)), with γ = N/r. Then Q = (1 − 2N/r + d₀)·1 = (r−N)(r−N−1)/(r(r−1))·1. G has N/r − d₀ on the diagonal for p ≠ q; on the entries (pp, rr) it has N/r on the diagonal and d₀ off it, with eigenvalues N/r − d₀ and N/r + (r−1)d₀. Since N/r − d₀ = N(r−N)/(r(r−1)), S(0) is positive definite for 2 ≤ N ≤ r − 2.

**Barrier step**

Minimize f = c·x − μ ln det S for decreasing μ > 0. From d ln det S = Tr S⁻¹dS and dS⁻¹ = −S⁻¹dS S⁻¹,

∂f/∂x_k = c_k − μ Tr S⁻¹F_k,  ∂²f/∂x_k∂x_l = μ Tr S⁻¹F_k S⁻¹F_l

Diagonalize S = V diag(s) Vᵀ and set T = V diag(s^{−1/2}), so TTᵀ = S⁻¹ and TᵀST = 1. Let vec stack the upper triangle with off-diagonal weight √2, so vec M · vec M′ = Tr MM′. With W_k = TᵀF_kT, A the matrix of columns vec W_k and e = vec 1, cyclicity of the trace gives gradient c − μAᵀe and Hessian μAᵀA. The Newton equation is AᵀA Δx = Aᵀe − c/μ. Factor A = ΩR with ΩᵀΩ = 1 and R triangular; R is invertible because the b_k are independent. Multiplying by R⁻ᵀ,

R Δx = z,  z = u − v/μ,  u = Ωᵀe,  v = R⁻ᵀc

The scaled change W = TᵀΔS T has vec W = AΔx = Ωz, eigenvalues λ_j, and Σλ_j² = |z|² ≡ η².

Along the step, det S(x + αΔx) = det S · Π_j(1 + αλ_j). Also c·Δx = (Rᵀv)·Δx = v·z and Σλ_j = e·Ωz = u·z. Using λ/(1+αλ) = λ − αλ²/(1+αλ) and v·z/μ − u·z = −η²,

(1/μ) df/dα = −η² + α Σ_j λ_j²/(1 + αλ_j)

Its derivative is Σλ_j²/(1+αλ_j)² > 0, and it diverges at α = −1/λ_min. A negative λ exists because ΔD is traceless and congruence by T preserves signature. The root is therefore unique and keeps S positive definite.

**The certificate**

The primal value c₀ + c·x lies above E_X and proves nothing about E₀. The dual does. Let Y = 1 − W, vec Y = e − Ωz, and Z = μTYTᵀ. Since |λ_j| ≤ η, Y and Z are positive when η < 1. Further,

Tr F_kZ = μ Tr W_kY = μ[RᵀΩᵀ(e − Ωz)]_k = μ[Rᵀ(u − z)]_k = [Rᵀv]_k = c_k

For any x′, c·x′ = Σ x′_k Tr F_kZ = Tr Z S(x′) − Tr ZF₀. With E_dual = c₀ − Tr ZF₀,

Tr KD − E_dual = Tr Z_P D + Tr Z_Q Q(D) + Tr Z_G G(D)

The right side is ≥ 0 on feasible D, because the trace of a product of two positive matrices is non-negative. At the iterate the gap is Tr ZS = μ Tr Y = μ(n − Σλ_j), with n = dim S and |Σλ_j| ≤ η√n. So E_dual ≤ E_X ≤ E_dual + gap.

The identity was derived for invariant D. Average Z over the group; it stays positive, and the traces with the invariant F₀ and F_k are unchanged. Both sides are then affine functions of D invariant under all the symmetry operations, each takes the same value at D and at its average, and the identity holds for every D of the right trace. Applied to the D of an arbitrary N-electron state it becomes an operator identity on the N-electron space,

H − E_dual = Σ_{IJ} Z_{IJ} B†_I B_J

with B running over the three operator families. Diagonalizing Z makes the right side a sum of terms B†B with non-negative weights, so E₀ ≥ E_dual.

**Pseudocode**

  build b_k, F₀, F_k per S_z block; c₀, c; x = 0; μ = t
  repeat
    per block: S = F₀ + Σ x_kF_k; diagonalize; T = V s^{−1/2}; W_k = TᵀF_kT
    A = [vec W_k]; Ω, R = QR(A); u = Ωᵀe; solve Rᵀv = c; z = u − v/μ
    if |z| < 0.7:
      y = e − Ωz
      if μ e·y < tol: Z = μ T unvec(y) Tᵀ; average Z over the group;
        return E_dual = c₀ − Tr ZF₀, c₀ + c·x, D, Z
      μ = 0.2 μ; z = u − v/μ
    λ = eigenvalues of unvec(Ωz); α_max = −0.99/λ_min
    α = root of df/dα on [0, α_max], or α_max if df/dα < 0 there
    solve RΔx = z; x = x + αΔx

Since u and v do not depend on μ, a cut of μ needs no new factorization. The constants 0.7 and 0.2 are choices; the proof needs only η < 1.

**Cost**

With block sizes n_b and M = Σ n_b(n_b+1)/2 rows, a step costs of order m Σn_b³ for the W_k and Mm² for the QR factorization, and A takes Mm numbers. Without symmetry m and M scale as r⁴ and n_b as r², giving r¹⁰, r¹² and r⁸. For L = 6 the blocks are 15, 15, 36 for D and Q and 72, 36, 36 for G, so M = 2·906 + 3960 = 5772. The group of order 24 cuts m from 906 − 1 = 905 to 61, and the QR cost by (905/61)² ≈ 220. Translations leave m ∝ L³, so without momentum blocks the QR step still grows as L¹⁰. The runs took 23 to 37 steps.

**Stability**

The following are order-of-magnitude estimates, not tested separately. At η = 0, Z = μS⁻¹, so the small eigenvalues of S are μ/ζ with ζ the large eigenvalues of Z. In the eigenbasis of S the entries of W_k are (F_k)_{ij}/√(s_i s_j), of order 1, √(t/μ) or t/μ. A singular value of A of order 1 needs a direction that changes S only among its large eigenvalues; along it c·Δx = Tr ZΔS tends to zero, so the minimizer is not unique. In that worst case the condition number of A reaches the order of t/μ, and its square, that of AᵀA, reaches the inverse machine precision at μ near 10⁻⁸ t. With a unique minimizer, and every eigenvalue of S either of order 1 or of order μ as assumed here, it grows only as √(t/μ). QR avoids the square in either case. The relation Tr F_kZ = c_k used only W_k = TᵀF_kT and the factorization, not TTᵀ = S⁻¹, so errors in T do not spoil it, and its rounding error is of order ε_mach μ‖A‖‖y‖, where μ‖A‖ stays of order ζ. The invariance of Z is fragile, because rounding in S is amplified by μ‖S⁻¹‖² ≈ ζ²/μ; this is why Z is averaged explicitly. In floating point the strict bound is E_dual minus the operator norm of the residual of the identity, with a further correction for any negative eigenvalue of Z. The printed residuals, at most 10⁻¹⁴ t, are measured on two random unit vectors and sample this norm without bounding it.

**Worked example: L = N = 6**

The parameters are round model values, with t = 1 eV = 1.602177×10⁻¹⁹ J for the conversion. Here r = 12, Tr D = 15, and the start has 15/66 = 0.2273 for D and Q and 1/2 − 0.2273 = 0.2727 for G. The orbital energies per spin are −2, −1, −1, 1, 1, 2 t, so the six lowest spin orbitals sum to 2(−2 − 1 − 1) t = −8 t. At U = 0 the solver gives −12 t for P and −8 t, the exact value, for PQ.

At U = 4t the ray has slope −4√(6·10/11) t = −9.342 t, as printed, so at s = 100 the energy is −3.67 t − 934.20 t = −937.87 t. For P, t′ = 0.2 t and q = 0.492188 rad satisfy 0.8·0.47256·10.581 = 4.000; then k_min = −0.8·0.88130 t = −0.70504 t and E_P = 15 k_min = −10.5756 t. The certified results, with errors E₀ − E_X relative to |E₀|, are:

P: −10.5756 t = −1.6944×10⁻¹⁸ J, error 6.907/3.669 = 188 %
PQ: −4.9784 t = −7.976×10⁻¹⁹ J, error 1.310/3.669 = 36 %
PQG: −3.8798 t = −6.216×10⁻¹⁹ J, error 0.2111/3.669 = 5.8 %
exact: −3.6687 t = −5.878×10⁻¹⁹ J

The first three are minima of the relaxed problems and lower bounds on E₀, not estimates of it. With tol = 10⁻⁶ t the run stops at the first μ = 0.2^k t for which μ e·y ≈ μn is below tol, which is k = 12 for n = 66 and k = 13 for n = 66 + 66 + 144 = 276. The gaps follow μn: 66·0.2¹² t = 2.7×10⁻⁷ t for P and 276·0.2¹³ t = 2.3×10⁻⁷ t for PQG, far smaller than the separations.

The double occupancy per site ν splits each energy into an interaction part ULν = 24ν t and a kinetic remainder. For P, 24·0.00697 = 0.167 leaves −10.743 t, below the −8 t that Pauli's bound allows, with largest occupation 2.474 and largest eigenvalue of D equal to 15. For PQ, 24·0.07083 = 1.700 leaves −6.678 t; the largest occupation is 0.917, but G has the eigenvalue −0.452. For PQG, 24·0.10083 = 2.420 leaves −6.300 t; the exact state has 24·0.11107 = 2.666 and −6.334 t. PQG thus lies too low through its interaction energy, 0.246 t under the exact one, while its kinetic energy is 0.035 t too high. Only the total energy is guaranteed to lie below its exact counterpart; the kinetic part here lies above the exact one.

At U = 12t the values are −10.457 t, −3.049 t, −1.679 t and E₀ = −1.400 t, so the PQG error is 0.279 t, or 0.279/1.400 = 20 % of |E₀|, and the PQ error 1.649/1.400 = 118 %. The PQG double occupancy is now above the exact one, 0.0202 against 0.0186, whereas at 4t it was below. This has a consequence that follows from linearity. The minimizer at U is feasible at any U′, so E_X(U′) ≤ E_X(U) + (U′ − U)Lν with equality at U′ = U, and wherever E_X is differentiable dE_X/dU = Lν; the same holds for E₀. The absolute error E₀ − E_PQG then has slope 6(0.11107 − 0.10083) = +0.061 at 4t and 6(0.01859 − 0.02017) = −0.009 at 12t, so it has a maximum between them. At U = 1000t, E_P = −10.393 t is close to its limit −12 cos(π/6) t = −10.392 t while E₀ = −0.017 t; PQ and PQG were not run there.

The numerical check that follows tests the maps and K against Jordan–Wigner operators on a random state, the solver against the closed forms and the strict ordering, and the certificate on random states and on a random D without symmetry.

**Failure modes**

- *Loss of the interior.* Imposing ⟨S_z²⟩ = 0 makes B = S_z a null vector of G for every feasible D, so ln det S does not exist. With v the coefficient vector of S_z, G ⪰ 0 and vᵀGv = 0 force Gv = 0. These linear conditions must be imposed on D and v then projected out of G; projection alone admits D whose full G has a negative eigenvalue, and the bound can be weaker. A spin constraint can only raise the minimum, and it bounds the lowest energy in its sector. For even N the sector S_z = 0 holds a member of every multiplet of this spin-rotation-invariant H, so that energy is E₀ itself; a constraint on the total spin bounds the lowest energy of that spin, which is E₀ only if the ground state has that spin. The interior is also lost for N ≥ r − 1, where Tr Q = (r − N − 1)(r − N)/2 = 0, so that Q ⪰ 0 forces Q = 0.
- *Wrong symmetry.* Restricting D by an operation that does not leave K invariant can raise the minimum above E_X, and the averaged Z no longer satisfies the identity. With a magnetic flux through the ring that is not a multiple of half a flux quantum, no choice of site phases makes h real, so in site orbitals complex conjugation is no longer a symmetry and D must in general be taken Hermitian, not real, and the reflections, which reverse the flux, are no longer symmetries by themselves; a reflection combined with complex conjugation, which reverses the flux again, still leaves h invariant. With a phase θ on every bond, a real D sees only the real part of K, a ring without flux and with hopping t cos θ. For L = 6, U = 0 and 0 < θ < π/6 this costs nothing at N = 6, where both energies are −8t cos θ, but at N = 4 it gives −6t cos θ, above the exact −4t[cos θ + cos(π/3 − θ)] = −6t cos θ − 2√3 t sin θ. In plane-wave orbitals h is diagonal and real and the interaction elements U/L are real, so there K is real and D may again be taken real.
- *Quoting the primal value,* or forming Z with η ≥ 1 without verifying Y ⪰ 0, gives a number with no proof behind it. The relation Tr F_kZ = c_k holds for any η, and η < 1 is sufficient for Y ⪰ 0 but not necessary.
- *Reading D as a state.* When E_PQG < E₀, as here, the minimizer belongs to no N-electron ensemble, since an ensemble has energy at least E₀. If the minimizer is not unique, observables other than the energy can depend on where the barrier path ends.
- *Too small a tolerance.* When μ/ζ approaches the rounding level of S, a computed eigenvalue s can turn negative and T fails. The last Z formed with η < 1 still certifies its own E_dual, so an implementation should keep it.

Computed results

```
L = 6 sites, N = 6, r = 12, Tr D = 15, Hilbert dimension = 924
dim D = dim Q = 66, dim G = 144, group order = 24, free parameters = 61
smallest eigenvalue of D, Q, G at start: 0.2273, 0.2273, 0.2727
orbital energies per spin (t): -2.000, -1.000, -1.000, 1.000, 1.000, 2.000
sum of N lowest orbital energies = -8.000000 t
N=2, U=4t: exact -3.684471 t, P-only closed form -3.684471 t
--- U = 0 t: q = 0.000000 rad, k_min = -0.800000 t, -2Nt cos q = -12.000000 t
P: E_dual = -12.000000 t, gap = 2.7e-07 t, steps = 24, certificate residual = 2e-15 t
  docc/site = 0.41667, n_max = 3.0000, D_max = 15.0000, min Q = -2.0000, min G = -12.0000
PQ: E_dual = -8.000000 t, gap = 5.3e-07 t, steps = 23, certificate residual = 4e-15 t
  docc/site = 0.25000, n_max = 1.0000, D_max = 1.0000, min Q = 0.0000, min G = 0.0000
exact: E0 = -8.000000 t, docc/site = 0.25000, n_max = 1.0000, D_max = 1.0000
--- U = 4 t: q = 0.492188 rad, k_min = -0.705041 t, -2Nt cos q = -10.575610 t
P: E_dual = -10.575610 t, gap = 2.7e-07 t, steps = 28, certificate residual = 4e-15 t
  docc/site = 0.00697, n_max = 2.4741, D_max = 15.0000, min Q = -1.7139, min G = -9.8964
PQ: E_dual = -4.978355 t, gap = 5.5e-07 t, steps = 30, certificate residual = 7e-15 t
  docc/site = 0.07083, n_max = 0.9174, D_max = 1.6235, min Q = 0.0000, min G = -0.4516
PQG: E_dual = -3.879810 t, gap = 2.3e-07 t, steps = 37, certificate residual = 3e-15 t
  docc/site = 0.10083, n_max = 0.9192, D_max = 1.0503, min Q = 0.0000, min G = 0.0000
exact: E0 = -3.668706 t, docc/site = 0.11107, n_max = 0.9229, D_max = 0.9589
  E0 - E_X for P, PQ, PQG (t): 6.906904, 1.309649, 0.211104
--- U = 12 t: q = 0.512702 rad, k_min = -0.697138 t, -2Nt cos q = -10.457068 t
P: E_dual = -10.457068 t, gap = 2.7e-07 t, steps = 27, certificate residual = 7e-15 t
  docc/site = 0.00087, n_max = 2.3772, D_max = 15.0000, min Q = -1.6621, min G = -9.5089
PQ: E_dual = -3.048646 t, gap = 5.4e-07 t, steps = 24, certificate residual = 1e-14 t
  docc/site = 0.02333, n_max = 0.8127, D_max = 2.2721, min Q = 0.0000, min G = -0.9304
PQG: E_dual = -1.679305 t, gap = 2.2e-07 t, steps = 32, certificate residual = 8e-15 t
  docc/site = 0.02017, n_max = 0.7445, D_max = 1.0047, min Q = 0.0000, min G = 0.0000
exact: E0 = -1.399857 t, docc/site = 0.01859, n_max = 0.7172, D_max = 0.7722
  E0 - E_X for P, PQ, PQG (t): 9.057210, 1.648788, 0.279447
ray, U=4t, s = 1: E = -13.0107 t, min D = -0.3892
ray, U=4t, s = 100: E = -937.8674 t, min D = -38.9249
slope of the ray at U=4t = -9.341987 t per unit norm
U=1000t: E_P = -10.393105 t, E0 = -0.017211 t; E_P limit = -10.392305 t
t = 1 eV = 1.602177e-19 J
U=4t main result P: -10.57561 t = -1.69440e-18 J
U=4t main result PQ: -4.97835 t = -7.97620e-19 J
U=4t main result PQG: -3.87981 t = -6.21614e-19 J
U=4t main result exact: -3.66871 t = -5.87792e-19 J
```
